# Why Elmore delay bounds the 50 percent delay in RC trees

**Q:** I am told that the Elmore delay of an RC tree is never less than its 50 percent delay, because the impulse response is unimodal and has nonnegative skewness. Before I judge the reason, what is the claim?

**A:** Take a tree of positive resistors whose root is driven by an ideal voltage step from 0 to 1. Every node has a positive capacitor to ground, initially uncharged. There are no capacitors between nodes, no inductors and no leakage. One resistor joins the source to node 1; if several did, each would feed a separate tree.

Let $v_i(t)$ be the step response at node $i$ and $h_i=v_i'$ the impulse response. The 50 percent delay $t_{50}$ is defined by $v_i(t_{50})=1/2$, and the Elmore delay is the first moment $T_i=\int_0^\infty t\,h_i\,dt$. The claim is $t_{50}<T_i$ at every node.

**Q:** That compares a median with a mean, but only if $h_i$ is a probability density. Is it?

**A:** Yes. Kirchhoff's current law reads
$$C\mathbf v'+G\mathbf v=\mathbf b,\qquad t>0,$$
where $C$ is the diagonal capacitance matrix, $G$ the conductance matrix, and $\mathbf b$ has the single entry $g_1$, the conductance from the source to node 1. With every node at voltage 1 no current flows, so $G\mathbf 1=\mathbf b$.

Differentiation gives $\mathbf h'=-C^{-1}G\mathbf h$ with $\mathbf h(0)=C^{-1}\mathbf b\ge0$. The off-diagonal elements of $-C^{-1}G$ are nonnegative, so $-C^{-1}G=N-\alpha I$ with a nonnegative matrix $N$ and some $\alpha>0$. Hence
$$\mathbf h(t)=e^{-\alpha t}e^{Nt}C^{-1}\mathbf b\ge0 .$$
The tree is connected, so some power of $N$ links node 1 to any other node, and $h_i>0$ for $t>0$.

Also, $\mathbf x^TG\mathbf x$ is $g_1x_1^2$ plus a sum of terms $g(x_i-x_j)^2$. It is positive unless $\mathbf x=0$, so $\mathbf r=\mathbf 1-\mathbf v$ decays to zero and $h_i$ has unit area. Thus $v_i$ is a distribution function with a unique median $t_{50}$.

**Q:** And the familiar sum of resistances times capacitances?

**A:** Integration by parts gives $T_i=\int_0^\infty r_i\,dt$. Integrating $C\mathbf r'=-G\mathbf r$ from $\mathbf r(0)=\mathbf 1$ to zero gives $C\mathbf 1=G\mathbf T$, so
$$T_i=\sum_k (G^{-1})_{ik}C_k=\sum_kR_{ik}C_k .$$
Here $(G^{-1})_{ik}$ is the voltage at $i$ when unit current enters at $k$ and the source is grounded. That current flows along the path from $k$ to the source. The voltage it produces at $i$ is therefore $R_{ik}$, the resistance common to the source paths of $i$ and $k$.

**Q:** Now the reason. Does a unimodal density with positive skewness have its median below its mean?

**A:** Not in general. Mix three uniform densities: weight 0.45 on $(0,1)$, weight 0.54 on $(1,1.1)$ and weight 0.01 on $(1,10)$. The density is 0.45, then $0.54/0.1+0.01/9=5.401$, then 0.0011, so it rises once and falls once. Its mean is
$$\mu=0.45(0.5)+0.54(1.05)+0.01(5.5)=0.847 .$$
Its median solves $0.45+5.401(x-1)=0.5$, which gives $x=1.009$, above the mean. Yet the third central moment is positive. A uniform piece on $(a,b)$ of weight $w$ contributes $w[(b-\mu)^4-(a-\mu)^4]/[4(b-a)]$, and the three pieces give $-0.058+0.005+1.950=1.897$. The small distant tail sets the sign of the skewness but hardly moves the median.

**Q:** Perhaps RC trees are better behaved. Are their impulse responses at least unimodal?

**A:** Not always. Feed a node of negligible capacitance through $R$, and hang on it a side branch of resistance $r$ ending in a capacitor $C_s$. At the step the node jumps to the divider value $r/(R+r)$, then relaxes to 1 with time constant $(R+r)C_s$. For $R=1$, $r=1/9$, $C_s=0.9$ in dimensionless units, the jump is 0.1 and the time constant is 1. The step response $1-0.9e^{-t}$ has the transfer function $0.1+0.9/(1+s)$.

Add a similar stage with $R=100$, $r=100/9$, $C_s=0.009$. It has the same response and barely loads the first. The product of the two transfer functions is
$$0.01+\frac{0.18}{1+s}+\frac{0.81}{(1+s)^2},$$
which corresponds to an impulse of area 0.01 at $t=0$ followed by $(0.18+0.81t)e^{-t}$. The slope of the second part at $t=0$ is $0.81-0.18>0$, so it rises after the initial spike to a maximum at $t=1-0.18/0.81=0.78$.

Now give the two path nodes small capacitances, 0.01 and 0.0001, so that every assumption holds. Diagonalizing the full network gives peaks at $t=0.0010$ and $t=0.788$, of heights 3.69 and 0.368, with a dip to 0.184 between them. The bound survives all the same: $T=1.83$ and $t_{50}=1.50$.

**Q:** So both supports have gone. What property of a tree can replace them?

**A:** The order of its poles and zeros. Let $H_i(s)=\int_0^\infty h_ie^{-st}dt$ and $M=sC+G$. Then $M\mathbf H=\mathbf b$, so $H_i=g_1(M^{-1})_{i1}$, which is $g_1$ times a cofactor over $\det M$.

Expand that cofactor in permutations. Each term belongs to a cycle that takes 1 to $i$ and returns from $i$ to 1 through nonzero elements of $M$, with the element $M_{1i}$ itself left out. The return must follow tree edges without repeating a node, so it is the unique path between them. If the path has $m$ nodes, the cycle has sign $(-1)^{m-1}$ and supplies $m-1$ factors $-g$, so the signs cancel. The other nodes are permuted among themselves and give a determinant. Therefore
$$H_i(s)=\Big(\prod_{\rm path}g\Big)\frac{\det(sC+G)_{\rm off}}{\det(sC+G)},$$
where the product includes $g_1$, and "off" means that the rows and columns of the path nodes are deleted. An empty determinant equals 1.

**Q:** How does this order the poles and zeros?

**A:** Put $A=C^{-1/2}GC^{-1/2}$, a symmetric positive definite matrix. The denominator is $\det C\,\det(sI+A)$, so the poles are $-p_j$, with $p_1\le p_2\le\dots$ the eigenvalues of $A$. The zeros are $-q_j$, with $q_j$ the ordered eigenvalues of a principal submatrix of $A$.

The $j$th eigenvalue is the minimum, over $j$-dimensional subspaces, of the largest Rayleigh quotient in the subspace. The submatrix allows fewer subspaces, so its minimum cannot be lower: $q_j\ge p_j$. This is Cauchy interlacing. Hence the surplus
$$k(p)=\#\{p_j\le p\}-\#\{q_j\le p\}$$
is nonnegative for every $p>0$. Some factors may cancel, which does not affect $k$.

**Q:** How does a count enter the delay?

**A:** Since $H(0)=1$, dropping the node label, $H(s)=\prod_j(1+s/q_j)/\prod_j(1+s/p_j)$. For each root $a$,
$$\ln\Big(1+\frac sa\Big)=\int_a^\infty\Big(\frac1p-\frac1{p+s}\Big)dp=\int_a^\infty\frac{s\,dp}{p(p+s)} .$$
Adding the poles and subtracting the zeros gives
$$-\ln H(s)=\int_0^\infty k(p)\frac{s}{p(p+s)}\,dp .$$
The term linear in $s$ is $sT$, so $T=\int k\,p^{-2}dp$.

The skewness follows too. In the expansion $\ln H=-sT+\sigma^2s^2/2-\kappa_3s^3/6+\dots$, $\sigma^2$ is the variance and $\kappa_3$ the third central moment. Since $\ln(1+x)=x-x^2/2+x^3/3-\dots$, each pole contributes $-s^3/(3p_j^3)$ to $\ln H$ and each zero contributes $+s^3/(3q_j^3)$. Thus
$$\kappa_3=2\Big(\sum_jp_j^{-3}-\sum_jq_j^{-3}\Big)=6\int_0^\infty\frac{k(p)}{p^4}dp>0 .$$
Positive skewness is true, but as we saw it does not settle the median.

**Q:** Then what does?

**A:** The response at the single time $t=T$. If $v(T)>1/2$, the median has already passed. Start from
$$\int_0^\infty\frac{\sin\omega x}{\omega}d\omega=\frac\pi2\,{\rm sgn}\,x .$$
Set $x=T-t$, multiply by $h(t)$ and integrate over $t$. The right side becomes $(\pi/2)$ times $v(T)-[1-v(T)]$. On the left the integrals over $\omega$ and $t$ may be exchanged, because the partial integrals of $\sin(\omega x)/\omega$ are uniformly bounded. Since $\int h\sin\omega(T-t)\,dt={\rm Im}[e^{i\omega T}H(i\omega)]$,
$$v(T)=\frac12+\frac1\pi\int_0^\infty|H(i\omega)|\sin\psi(\omega)\frac{d\omega}{\omega},$$
where $\psi$ is the phase of $e^{i\omega T}H(i\omega)$.

**Q:** The sine changes sign. Why should the integral be positive?

**A:** Because its successive half-waves shrink. Put $s=i\omega$ in the formula for $-\ln H$ and use
$$\frac{i\omega}{p(p+i\omega)}=\frac{\omega^2+i\omega p}{p(p^2+\omega^2)} .$$
The real part gives
$$\ln|H|=-\int_0^\infty k\,\frac{\omega^2}{p(p^2+\omega^2)}dp .$$
The phase of $H$ is $-\int k\,\omega/(p^2+\omega^2)\,dp$. Adding $\omega T=\int k\,\omega/p^2\,dp$ gives
$$\psi=\int_0^\infty k\,\omega\Big(\frac1{p^2}-\frac1{p^2+\omega^2}\Big)dp=\int_0^\infty k\,\frac{\omega^3}{p^2(p^2+\omega^2)}dp .$$
Because $k\ge0$, and $k$ is positive on some interval, $|H|$ falls with $\omega$ and $\psi$ rises from zero. It rises without limit, since $\omega T$ grows while the phase of $H$ stays bounded.

Use $x=\psi$ as the integration variable, so that $d\omega/\omega=dx/(\omega\psi')$:
$$v(T)-\frac12=\frac1\pi\int_0^\infty A\sin x\,dx,\qquad A=\frac{|H|}{\omega\psi'} .$$

**Q:** You still need $\omega\psi'$ to rise, or $A$ may not fall.

**A:** Differentiate the kernel of $\psi$ and multiply by $\omega$:
$$\omega\psi'=\int_0^\infty k\,\frac{\omega^3(3p^2+\omega^2)}{p^2(p^2+\omega^2)^2}dp .$$
With $u=\omega^2/p^2$ the kernel is $p^{-1}f(u)$, where $f=u^{3/2}(3+u)/(1+u)^2$. At fixed $p$, $u$ rises with $\omega$, and
$$\frac{f'}{f}=\frac3{2u}+\frac1{3+u}-\frac2{1+u}=\frac{3-u}{2u(1+u)}+\frac1{3+u} .$$
Over a common denominator the numerator is $(3-u)(3+u)+2u(1+u)=u^2+2u+9$, so
$$\frac{f'}{f}=\frac{u^2+2u+9}{2u(1+u)(3+u)}>0 .$$
Hence $\omega\psi'$ rises and $A$ falls. Pair each positive half-wave with the negative one after it:
$$\int_{2\pi n}^{2\pi n+\pi}[A(x)-A(x+\pi)]\sin x\,dx>0 .$$
At the lower limit $\psi\approx\kappa_3\omega^3/6$, so $\omega\psi'\approx3x$ and $A\sin x\to1/3$, which is harmless. Every pair is positive, so $v(T)>1/2$ and $t_{50}<T$. Unimodality was not used.

**Q:** Is there a lower bound as well?

**A:** There is one that holds for any density with a finite variance. With $E$ the average over $h$,
$$T-t_{50}\le E|t-t_{50}|\le E|t-T|\le\sigma .$$
The middle step holds because $E|t-a|$ has derivative $2v(a)-1$ in $a$, and so is least at the median. The last is the Cauchy–Schwarz inequality. Therefore $T-\sigma\le t_{50}<T$.

**Q:** Could the upper bound be tightened to, say, $0.9\,T$ for all trees?

**A:** No. A single RC stage has $v=1-e^{-t/RC}$ and $t_{50}/T=\ln2=0.693$, but suitably graded ladders come closer to 1 as they lengthen. Take an unbranched ladder with $R_j=\lambda^j$ and $C_j=\lambda^{-j}$, $j=0,\dots,n-1$. The diagonal elements of $A$ are $1+1/\lambda$, except the last, which is 1; the elements beside the diagonal are $-\lambda^{-1/2}$. As $\lambda\to\infty$ all poles tend to $-1$. The end node has no zeros, so $H\to(1+s)^{-n}$, with $T=n$ and $\sigma=\sqrt n$. The lower bound gives $t_{50}/T\ge1-1/\sqrt n$, which tends to 1. At $\lambda=100$, diagonalization gives ratios of 0.889 for three stages and 0.944 for six.

**Q:** What does the bound say about an on-chip wire?

**A:** Consider a copper line 40 nm wide and 80 nm thick, with 40 nm gaps to its neighbours and grounded planes 80 nm above and below. Let the dielectric constant be 2.7 and the effective resistivity 4 µΩ cm. These are rough values for a narrow local wire in a low-k dielectric. The resistance is
$$\frac{4\times10^{-8}\ \Omega\,{\rm m}}{(40\times80)\times10^{-18}\ {\rm m^2}}=12.5\ \Omega/\mu{\rm m}.$$

For the capacitance I solved Laplace's equation by finite differences in the cross-section of a periodic row of lines. With every second line of the row driven and the lines between them grounded, the capacitance per length divided by the permittivity is 7.09 on a 2 nm grid and 7.12 on a 4 nm grid. Facing plates alone would give $2(80/40)+2(40/80)=5$. On the 2 nm grid the total is 0.1695 fF/µm, of which 0.1235 goes to the two neighbours, and these values are used below. They are good to about three digits: finer grids converge to about 7.07, or 0.1689 and 0.1230 fF/µm, which lowers the delays below by up to about 1 ps. A single driven line among grounded ones has about 0.8 percent more capacitance, through its second neighbours.

A 1 kΩ driver feeds a 100 µm trunk that forks into branches of 100 and 200 µm, each ending in a 1 fF load. The total capacitance is $400(0.1695)+2=69.8$ fF. In the Elmore sum each wire section sees half its own capacitance plus all that lies beyond it. For the far sink, with kΩ times fF equal to ps,
$$T=1(69.80)+1.25(8.48+52.85)+2.5(16.95+1)\approx191\ {\rm ps}.$$

With the neighbours held at ground along their whole length, diagonalizing the net in 5 µm segments gives:

| Node | $T$ (ps) | $t_{50}$ (ps) | $\sigma$ (ps) |
|---|---|---|---|
| Driver output | 70 | 8 | 129 |
| Near sink | 158 | 106 | 159 |
| Far sink | 191 | 143 | 162 |

**Q:** The driver output is off by more than a factor of eight. Is that still a useful bound?

**A:** It is valid but loose there. Its $T$ is the driver resistance times the whole capacitance, whatever the wire resistance. If the wire had no resistance, $t_{50}$ would be $0.693\times69.8=48$ ps. The actual 8 ps shows how the wire resistance holds back the charging of distant capacitance, so that the near node rises early and then has a long tail. At the far sink $T$ exceeds $t_{50}$ by about a third of $t_{50}$. The lower bound there is 29 ps; at the other two nodes it is negative and says nothing.

**Q:** Real neighbours switch. Does the 191 ps still protect me?

**A:** No. Suppose every line in the row belongs to an identical net, and adjacent nets switch in opposite directions at the same moment. The voltage across each lateral capacitor then changes by twice the victim's change, which doubles its effective value. With all else fixed, the far sink has $t_{50}=244$ ps, above the grounded-neighbour bound of 191 ps. The symmetric problem is again an RC tree, and its own Elmore delay, 326 ps, is a valid bound. If the whole row switches in step, the lateral capacitors carry no current, and $T$ and $t_{50}$ fall to 57 and 43 ps. For unequal nets or timings the coupling capacitors must be kept, and the theorem does not cover them. The same is true of a quiet neighbour held only by its own driver through a resistive wire: the switching line disturbs its voltage, so the $t_{50}$ and $\sigma$ in the table, found with grounded neighbours, do not describe that case.

**Q:** And the other idealizations?

**A:** A real driver is a nonlinear transistor, not a fixed resistor. As a measure of sensitivity, a 30 percent change in its resistance moves $T$ by $0.3\times69.8=21$ ps, or 11 percent at the far sink. Heating the wire by 75 K, with a coefficient of 0.003 per kelvin, raises $T$ to 219 ps and $t_{50}$ to 164 ps. That coefficient is probably high for so narrow a line, whose extra resistivity from surfaces and grain boundaries depends little on temperature, so the real rise should be smaller. A 20 ps linear input ramp leaves the far-sink delay, measured between midpoints, at 143 ps.

Leakage would break $G\mathbf 1=\mathbf b$ and lower the final voltage. For a rough dielectric resistivity of $10^{13}$ Ω m, however, the charge relaxation time is about 240 s, immense beside these delays. At 0.7 V the average field across the gap is 0.18 MV/cm, well below the rough breakdown scale of a few MV/cm.

**Q:** You excluded inductors. Is that a convenience or a necessity?

**A:** A necessity for a general theorem. A series RLC stage has $H=1/(1+RCs+LCs^2)$, so its first moment is $RC$, whatever $L$ is. As $R\to0$ that moment vanishes, while the response $1-\cos(t/\sqrt{LC})$ reaches one half at $(\pi/3)\sqrt{LC}$. With $L=C=1$ and $R=0.2$, the first moment is 0.2 and $t_{50}=1.09$. The impulse response now changes sign, so the moment is no longer the mean of a probability density.

For the wire above, with return currents in the nearby conductors, the relation between inductance and capacitance of a lossless line gives $\mu_0/7.09=0.18$ pH/µm. Divided by the wire resistance per length and by the far-sink $T$, this is $7\times10^{-5}$. This is a rough figure: it counts only the field outside the metal, and the skin depth at these time scales, about 3 µm, far exceeds the wire's cross-section. Field inside the metal or a more distant return path would raise it, but a tenfold rise would still leave it below $10^{-3}$. The flight time to the far sink is 1.6 ps, about 1 percent of its $t_{50}$. In this net inductance is a small correction, and the switching of neighbours is the largest of the effects estimated here.

All numerical values are calculated from the stated model.
